# Nonlocal projectors at k+G=0: smooth radial factors and solid harmonics

## What symmetry fixes

A nonlocal pseudopotential contains projectors $\beta_l(r)Y_{lm}(\hat{\mathbf r})$. Let $\beta_l$ be bounded and zero beyond a radius $r_c$, let the atom sit at the origin, and normalize plane waves in a cell of volume $\Omega$. The plane-wave component at $\mathbf q=\mathbf k+\mathbf G$ is

$$B_{lm}(\mathbf q)=\frac{1}{\sqrt\Omega}\int e^{-i\mathbf q\cdot\mathbf r}\,\beta_l(r)\,Y_{lm}(\hat{\mathbf r})\,d^3r .$$

The integral runs over a finite ball, so the exponential may be expanded and integrated term by term. Hence $B_{lm}$ is a convergent power series in $q_x,q_y,q_z$, and nothing is singular at $\mathbf q=0$.

Rotations restrict this series. Its part of degree $n$ must transform like $Y_{lm}$. On the unit sphere each $l$ occurs once, so this part is a constant times $q^nY_{lm}(\hat{\mathbf q})$. A polynomial of degree $n$ contains no angular momentum above $n$, so $n\ge l$. Its parity $(-1)^n$ must equal $(-1)^l$, so $n-l$ is even. Therefore

$$B_{lm}(\mathbf q)=(\text{a power series in }q^2)\times S_{lm}(\mathbf q),\qquad S_{lm}(\mathbf q)=q^lY_{lm}(\hat{\mathbf q}).$$

The solid harmonic $S_{lm}$ is a polynomial. The factorized form, a radial function $f_l(q)$ times $Y_{lm}(\hat{\mathbf q})$, describes the same smooth function. For $l\ge1$, however, it uses a direction $\hat{\mathbf q}$ that does not exist at $\mathbf q=0$. The singularity belongs to the factorization and not to the projector.

## A p projector by hand

I use Hartree atomic units and real harmonics without the Condon–Shortley sign, so $Y_{1x}=\sqrt{3/4\pi}\,x/r$. The model cell is tetragonal with $a=6$ and $c=8$ bohr, so $\Omega=288$ bohr³. The radial function is

$$\beta_1(r)=A_1\,r\,(1-r^2/r_c^2)^3,\qquad r_c=2\ \text{bohr},\qquad A_1=2.7910\ \text{bohr}^{-5/2},$$

where $A_1$ makes $\int r^2\beta_1^2\,dr=1$.

Expand $e^{-i\mathbf q\cdot\mathbf r}=1-i\mathbf q\cdot\mathbf r+\dots$. The constant term integrates to zero because $x/r$ is odd. In the linear term only $q_xx$ survives, and the angular integral of $x^2/r^2$ is $4\pi/3$:

$$B_{1x}\approx-\frac{iq_x}{\sqrt\Omega}\sqrt{\frac{3}{4\pi}}\;\frac{4\pi}{3}\int_0^{r_c}r^3\beta_1\,dr
=-i\frac{4\pi}{\sqrt\Omega}\,g_1(0)\sqrt{\frac{3}{4\pi}}\,q_x,\qquad g_1(0)=\frac13\int_0^{r_c} r^3\beta_1\,dr .$$

With $t=r/r_c$ the integral is elementary:

$$g_1(0)=\frac{A_1r_c^5}{3}\int_0^1t^4(1-t^2)^3dt=\frac{A_1r_c^5}{3}\left(\frac15-\frac37+\frac39-\frac1{11}\right)=\frac{2.7910\times32}{3}\times\frac{16}{1155}=0.4124\ \text{bohr}^{5/2}.$$

The slope at the origin has magnitude

$$|\partial_{q_x}B_{1x}(0)|=\frac{4\pi}{\sqrt{288}}\times0.4124\times0.4886=0.1492\ \text{bohr}.$$

A program that sets $\hat{\mathbf q}=0$ when $\mathbf q=0$ obtains the correct value, $B_{1x}(0)=0$. If it also sets the derivative to zero, it is wrong by this slope.

The slope has an energetic consequence. For $V=\sum_{lm}D_l|\beta_{lm}\rangle\langle\beta_{lm}|$, the p channel gives the $\mathbf G=0$ plane wave the energy $D_1\sum_m|B_{1m}(\mathbf k)|^2\approx D_1(0.1492)^2k^2$ at small $k$. Its second derivative is a direct contribution to the inverse mass:

$$2D_1\,\frac{(4\pi)^2}{\Omega}\,\frac{3}{4\pi}\,g_1(0)^2=\frac{24\pi D_1g_1(0)^2}{\Omega}=-0.0445\,/m_e\quad\text{for }D_1=-1\ \text{hartree}.$$

The projector vanishes at $\mathbf k=0$ and still changes the mass.

## The radial factor for any l

For real harmonics the plane-wave expansion is

$$e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(qr)\,Y_{lm}(\hat{\mathbf q})\,Y_{lm}(\hat{\mathbf r}).$$

Orthonormality over $\hat{\mathbf r}$ selects one term:

$$B_{lm}=\frac{4\pi(-i)^l}{\sqrt\Omega}f_l(q)Y_{lm}(\hat{\mathbf q})=\frac{4\pi(-i)^l}{\sqrt\Omega}g_l(q)S_{lm}(\mathbf q),\qquad f_l=\int r^2\beta_lj_l(qr)\,dr,\quad g_l=\frac{f_l}{q^l}.$$

The power of $q$ can be removed inside the integral. Define

$$\chi_n(x)=\frac{j_n(x)}{x^n}=\sum_{k\ge0}\frac{(-x^2/2)^k}{k!\,(2n+2k+1)!!}.$$

Since $j_l(qr)/q^l=r^l\chi_l(qr)$, we have $g_l=\int r^{2+l}\beta_l\,\chi_l(qr)\,dr$. Inserting the series gives

$$g_l(q)=\sum_{k\ge0}\frac{(-q^2/2)^k}{k!\,(2l+2k+1)!!}\int_0^{r_c}r^{2+l+2k}\beta_l\,dr .$$

The moments grow no faster than a constant times $r_c^{2k}$, and the factorials make the series converge for every $q$. This is where compact support enters. If $\beta_l$ had a power-law tail, high moments would diverge and $g_l$ would in general not be smooth at $q=0$.

For derivatives, differentiate the series of $\chi_n$. The term $k=0$ drops out, and $2k/k!=2/(k-1)!$:

$$\chi_n'(x)=-x\sum_{k\ge1}\frac{(-x^2/2)^{k-1}}{(k-1)!\,\bigl(2(n+1)+2(k-1)+1\bigr)!!}=-x\,\chi_{n+1}(x).$$

This suggests the family

$$I_{l,p}(q)=\int_0^{r_c}r^{2+l+2p}\,\beta_l(r)\,\chi_{l+p}(qr)\,dr,\qquad g_l=I_{l,0}.$$

By the chain rule $d\chi_n(qr)/dq=-qr^2\chi_{n+1}(qr)$, while $\partial_\alpha q=q_\alpha/q$. The factor $q$ cancels algebraically, before any number is computed:

$$\partial_\alpha I_{l,p}=-q_\alpha I_{l,p+1}.$$

## Solid harmonics by recursion

Write $w=q_x+iq_y$ and, for $0\le m\le l$,

$$W_{lm}=\Pi_l^m\,w^m,\qquad \Pi_l^m=q^{l-m}P_l^{(m)}(q_z/q),$$

where $P_l^{(m)}$ is the $m$-th derivative of the Legendre polynomial. Because $w^m=q^m\sin^m\theta\,e^{im\phi}$, the real solid harmonics are $N_{lm}\,\mathrm{Re}\,W_{lm}$ and, for $m>0$, $N_{lm}\,\mathrm{Im}\,W_{lm}$, with

$$N_{lm}=\sqrt{(2-\delta_{m0})\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}} .$$

For the recursion, differentiate $(l+1)P_{l+1}=(2l+1)uP_l-lP_{l-1}$ $m$ times:

$$(l+1)P_{l+1}^{(m)}=(2l+1)uP_l^{(m)}+m(2l+1)P_l^{(m-1)}-lP_{l-1}^{(m)} .$$

The identity $(2l+1)P_l=P_{l+1}'-P_{l-1}'$, differentiated $m-1$ times, replaces $(2l+1)P_l^{(m-1)}$ by $P_{l+1}^{(m)}-P_{l-1}^{(m)}$. Collecting terms and multiplying by $q^{l+1-m}$ gives

$$(l+1-m)\Pi_{l+1}^m=(2l+1)q_z\Pi_l^m-(l+m)q^2\Pi_{l-1}^m,\qquad \Pi_m^m=(2m-1)!!,\quad\Pi_{m-1}^m=0 .$$

For $m=0$ this is the original Legendre recursion. It contains no angle and no division by $q$ or $\sin\theta$, so the $z$ axis needs no special treatment either.

## Derivatives of solid harmonics

A Cartesian derivative of $W_{lm}$ still satisfies Laplace's equation and has degree $l-1$. The operator $\partial_z$ keeps the azimuthal number $m$, $\partial_x+i\partial_y=2\partial_{\bar w}$ raises it by one, and $\partial_x-i\partial_y=2\partial_w$ lowers it by one. For given degree and azimuthal number there is one harmonic polynomial up to a factor. Each result is therefore a number times one $W$ of degree $l-1$, and the number can be read off near the $z$ axis.

There $W_{lm}\approx a_{lm}q_z^{l-m}w^m$ with $a_{lm}=P_l^{(m)}(1)$. Differentiating Legendre's equation $m$ times and setting $u=1$ gives $2(m+1)a_{l,m+1}=(l-m)(l+m+1)a_{lm}$. With $a_{l0}=1$,

$$a_{lm}=\frac{(l+m)!}{2^m\,m!\,(l-m)!}.$$

- For $\partial_z$ the number is $(l-m)a_{lm}/a_{l-1,m}=l+m$.
- For lowering, $2\partial_ww^m=2mw^{m-1}$, so it is $2m\,a_{lm}/a_{l-1,m-1}=(l+m)(l+m-1)$.
- For raising, the leading term gives zero and the next one, $b\,q_z^{l-m-2}\bar w\,w^{m+1}$, is needed. Laplace's equation, with $\partial_x^2+\partial_y^2=4\partial_w\partial_{\bar w}$, requires $(l-m)(l-m-1)a_{lm}+4(m+1)b=0$. Since $a_{l-1,m+1}=a_{lm}(l-m)(l-m-1)/[2(m+1)]$, the number is $2b/a_{l-1,m+1}=-1$.

Thus, with the lowering rule for $m\ge1$,

$$\partial_zW_{lm}=(l+m)W_{l-1,m},\quad(\partial_x+i\partial_y)W_{lm}=-W_{l-1,m+1},\quad(\partial_x-i\partial_y)W_{lm}=(l+m)(l+m-1)W_{l-1,m-1}.$$

Half the sum of the last two relations gives $\partial_x$, and their difference divided by $2i$ gives $\partial_y$:

$$\partial_xW_{lm}=\tfrac12\left[(l+m)(l+m-1)W_{l-1,m-1}-W_{l-1,m+1}\right],$$
$$\partial_yW_{lm}=\tfrac i2\left[(l+m)(l+m-1)W_{l-1,m-1}+W_{l-1,m+1}\right].$$

For $m=0$, $W_{l0}$ is real, and the raising rule alone gives $\partial_xW_{l0}=-\mathrm{Re}\,W_{l-1,1}$ and $\partial_yW_{l0}=-\mathrm{Im}\,W_{l-1,1}$. As a check, $W_{20}=q_z^2-\frac12(q_x^2+q_y^2)$ has $\partial_xW_{20}=-q_x=-\mathrm{Re}\,W_{11}$.

Taking real and imaginary parts and multiplying by the ratio of the $N$ factors gives constant matrices $C_l^\alpha$ with

$$\partial_\alpha S_l=C_l^\alpha S_{l-1},\qquad\partial_\alpha\partial_\beta S_l=C_l^\alpha C_{l-1}^\beta S_{l-2},$$

where $S_l$ is the column of its $2l+1$ components. A derivative that would lead to negative degree is zero.

## The complete projector

The product rule and $\partial_\alpha g_l=-q_\alpha I_{l,1}$ give

$$\partial_\alpha(g_lS)=g_l\,\partial_\alpha S-I_{l,1}\,q_\alpha S .$$

Differentiating once more, with $\partial_\beta I_{l,1}=-q_\beta I_{l,2}$,

$$\partial_\alpha\partial_\beta(g_lS)=g_l\,\partial_\alpha\partial_\beta S-I_{l,1}\left(q_\alpha\partial_\beta S+q_\beta\partial_\alpha S+\delta_{\alpha\beta}S\right)+I_{l,2}\,q_\alpha q_\beta S .$$

Multiplication by $4\pi(-i)^l/\sqrt\Omega$ completes the projector. These formulas hold at every $\mathbf q$ without a branch for zero. At $\mathbf q=0$ the surviving quantities up to second order are the value and Hessian for $l=0$, the gradient for $l=1$, and the Hessian for $l=2$.

They were tested against volume integrals of the definition, where differentiation brings down factors $-ir_\alpha$ and $-r_\alpha r_\beta$. For $l\le3$, at zero, nearly zero, axial and general $\mathbf q$, the largest absolute differences are $4\times10^{-15}$ for the value, $8\times10^{-16}$ bohr for the gradient and $9\times10^{-16}$ bohr² for the Hessian.

## Where digits are lost

For the value $g_l$, dividing by $q^l$ at small nonzero $q$ is harmless if $f_l$ is accurate. This does not extend to the derivative factor: forming $I_{l,1}=-(f_l'-lf_l/q)/q^{l+1}$ for $l\ge1$ subtracts nearly equal terms and loses relative accuracy like $1/q^2$. For $x$ between 0.001 and 0.002, an accurate $j_2(x)$ divided by $x^2$ has a largest relative error of $4.2\times10^{-15}$ over 50 sampled points. The closed form

$$j_2(x)=\left(\frac3{x^2}-1\right)\frac{\sin x}{x}-\frac{3\cos x}{x^2}$$

reaches a relative error of $1.3\times10^{-2}$. It subtracts terms of size $3/x^2$ to obtain a result of size $x^2/15$, which magnifies rounding by about $45/x^4$. The program therefore uses the series of $\chi_n$ for $x<1$ and the Bessel function above.

Interpolation is the second source of error. A cubic spline for $f_2$ with a node at $q=0$ has zero error there, but unless $f_2'(0)=0$ is imposed as the end condition, the error in general has a nonzero slope. Divided by $f_2\propto q^2$, it becomes a relative error growing like $1/q$. With not-a-knot end conditions and a table spacing of 0.05 bohr⁻¹, the relative error at $q=0.001$ bohr⁻¹ is $6.9\times10^{-2}$ when $f_2$ is interpolated and then divided. It is $4\times10^{-9}$ when $g_2$ is interpolated. Imposing $f_2'(0)=0$ would make the error start at $q^2$ and keep the ratio finite for $l=2$, but for $l=3$ an error of order $q^2$ divided by $q^3$ again grows like $1/q$. For the value, the function to tabulate is $g_l$, which needs no division afterwards. For derivatives, $I_{l,1}$ and $I_{l,2}$ need tables of their own. Taking $I_{l,1}=-g_l'/q$ from a spline of $g_l$ divides by $q$ again: with the same not-a-knot spline its relative error for $l=0$ is about $2\times10^{-2}$ at $q=0.001$ bohr⁻¹ and grows like $1/q$, against $5\times10^{-9}$ when $I_{0,1}$ is interpolated.

## Use in an effective mass

Take the model cell with one atom, no local potential, and projectors $\beta_l=A_lr^l(1-r^2/r_c^2)^3$, each normalized. The strengths are $D_0=1$, $D_1=-1$ and $D_2=3$ hartree. A cutoff of 6 hartree at $\mathbf k=0$ selects 213 plane waves, and this set is kept fixed when $\mathbf k$ varies. With $\mathbf q'=\mathbf k+\mathbf G'$,

$$H_{\mathbf G\mathbf G'}(\mathbf k)=\tfrac12q^2\,\delta_{\mathbf G\mathbf G'}+\sum_{lm}D_lB_{lm}(\mathbf q)B_{lm}^*(\mathbf q').$$

Moving an atom to $\boldsymbol\tau$ multiplies its term by $e^{-i(\mathbf q-\mathbf q')\cdot\boldsymbol\tau}$. Since $\mathbf q-\mathbf q'=\mathbf G-\mathbf G'$, this phase adds no $\mathbf k$ derivative.

Let $|0\rangle$ be the lowest state at $\mathbf k=0$, and assume it is nondegenerate. Expand $H$ to second order in $\mathbf k$. The quadratic energy is

$$\tfrac12k_\alpha k_\beta\langle0|\partial_\alpha\partial_\beta H|0\rangle+\sum_{n>0}\frac{|k_\alpha\langle n|\partial_\alpha H|0\rangle|^2}{E_0-E_n}$$

with repeated Cartesian indices summed. Setting it equal to $\frac12k_\alpha k_\beta(m^{-1})_{\alpha\beta}$ gives

$$(m^{-1})_{\alpha\beta}=\langle0|\partial_\alpha\partial_\beta H|0\rangle+2\,\mathrm{Re}\sum_{n>0}\frac{\langle0|\partial_\alpha H|n\rangle\langle n|\partial_\beta H|0\rangle}{E_0-E_n}.$$

The results, in units of $1/m_e$, are

| | $xx$ | $zz$ |
|---|---|---|
| second-derivative part | 0.9753 | 0.9747 |
| coupling part | −0.1046 | −0.1677 |
| total | 0.8707 | 0.8070 |
| $l=1$ gradient zeroed at $\mathbf q=0$ | 0.9653 | 0.9312 |

The masses are $1/0.8707=1.149\,m_e$ and $1/0.8070=1.239\,m_e$ in this basis. They are not converged to these digits: a cutoff of 16 hartree gives $1.151\,m_e$ and $1.244\,m_e$. Finite differences of eigenvalues, from a Hamiltonian built with $f_l$ and Legendre polynomials, agree within $6\times10^{-9}/m_e$ in three directions.

Zeroing one gradient at one plane wave shifts the $xx$ element by 0.095 and the $zz$ element by 0.124, both well above the direct term of 0.0445. The same gradient also enters $\partial_\alpha H_{\mathbf G0}$ through $D_1B_{1m}(\mathbf G)\,\partial_\alpha B_{1m}^*(0)$, and hence the coupling part. It further enters the off-diagonal elements $\partial_\alpha\partial_\beta H_{\mathbf G0}$ through $D_1\,\partial_\alpha B_{1m}(\mathbf G)\,\partial_\beta B_{1m}^*(0)$, so the second-derivative part does not change by the direct term alone. The program prints only the total. Evaluated term by term, the $xx$ shift consists of $+0.044$ from the diagonal element, $-0.035$ from the off-diagonal second-derivative elements and $+0.085$ from the coupling part. For $zz$ the three pieces are $+0.044$, $-0.034$ and $+0.115$. The direct term is largely cancelled, and most of the shift comes from the coupling part.

Zeroing the $l=2$ Hessian at $\mathbf q=0$ has a much smaller effect here: $-0.00022$ in $xx$ and $+0.00043$ in $zz$. By symmetry $yy$ shifts like $xx$, so the three shifts sum to zero within rounding. They must, because they are linear in $\partial_\alpha\partial_\beta S_{2m}$, whose trace vanishes by Laplace's equation.

The mass formula needs a gap. At $\mathbf k=0$ inversion separates even from odd states, and the p channel acts on the odd ones alone. Reflections separate its three components. For one component, $(T-E)c=-D_1B\,(B^\dagger c)$, where $T$ is the kinetic energy. Solving for $c$ and projecting on $B$ gives

$$1+D_1\sum_{\mathbf G}\frac{|B_{1m}(\mathbf G)|^2}{G^2/2-E}=0 .$$

The lowest state is even, so $E_0$ does not depend on $D_1$. Setting $E=E_0=0.0203$ hartree and taking the component with the largest sum gives the strength at which an odd level first meets the lowest state, $D_1=-2.043$ hartree. Diagonalization confirms the crossing. The gap is 0.244 hartree at $D_1=-1$ hartree and 0.019 hartree at $-2$ hartree. These numbers belong to the 213-wave basis. With a cutoff of 16 hartree the first gap is 0.243 hartree and the crossing moves to $D_1=-2.003$ hartree, so $D_1=-2$ hartree then lies almost at the crossing. At the crossing the nondegenerate formula fails, although the projector derivatives remain smooth. The numerical check below contains these comparisons.

## Values computed for the example and the checks

```
cell edges a, c: 6.0, 8.0 bohr
cell volume: 288.0 bohr^3
projector radius r_c: 2.0 bohr
D_0, D_1, D_2: 1.0 -1.0 3.0 hartree
cutoff: 6.0 hartree; plane waves: 213
l=0: amplitude A_l = 2.344922 bohr^-(3/2), g_l(0) = 0.952857 bohr^(3/2)
l=1: amplitude A_l = 2.791015 bohr^-(5/2), g_l(0) = 0.412410 bohr^(5/2)
l=2: amplitude A_l = 2.720345 bohr^-(7/2), g_l(0) = 0.123682 bohr^(7/2)
|B_1x| at q=0: 0.0 (dimensionless)
|dB_1x/dq_x| at q=0: 0.149210 bohr
max error scaled Bessel, relative: 2.1e-15
max error solid harmonics l<=6: 8.0e-16
max error derivative rules vs differences: 1.1e-07
max error g_l vs closed form, relative: 1.1e-14
max error g_l vs moment series, relative: 2.7e-15
max error B vs volume integral: 3.6e-15 (dimensionless)
max error gradient vs volume integral: 8.3e-16 bohr
max error Hessian vs volume integral: 8.6e-16 bohr^2
relative error of j_2(x)/x^2 for x from 0.001 to 0.002:
  trigonometric closed form: 1.3e-02
  accurate j_2, then division: 4.2e-15
  power series: 2.2e-16
table spacing 0.05 bohr^-1, probe q = 0.001 bohr^-1, l=2:
  relative error, spline of f_2 then division: 6.9e-02
  relative error, spline of g_2: 4.1e-09
lowest energy at Gamma: 0.020331 hartree
gap to next state: 0.243799 hartree
D_1 where an odd level meets this state: -2.043162 hartree
gap of two lowest levels at D_1 = -2.0 hartree: 0.019237 hartree
weight of G=0 in lowest state: 0.983756
direct p term for G=0 plane wave: -0.044527 (1/m_e)
finite-difference step in k: 0.005 bohr^-1
inverse mass xx, in 1/m_e:
  second-derivative part: 0.975314
  coupling part: -0.104624
  total: 0.870690
  finite differences: 0.870690
  l=1 gradient zeroed at q=0: 0.965312
  l=2 Hessian zeroed at q=0: 0.870474
  effective mass: 1.148514 m_e
inverse mass zz, in 1/m_e:
  second-derivative part: 0.974655
  coupling part: -0.167676
  total: 0.806980
  finite differences: 0.806980
  l=1 gradient zeroed at q=0: 0.931232
  l=2 Hessian zeroed at q=0: 0.807411
  effective mass: 1.239189 m_e
max inverse-mass difference, 3 directions: 5.3e-09 (1/m_e)
```
